\section*{Local energy of a semilocal potential, derived in two ways}

\section{Definitions and conventions}

Consider $N$ electrons around one ion at the origin. Electron $i$ has position $\mathbf r_i=r_i\mathbf n_i$, with $|\mathbf n_i|=1$, and $R=(\mathbf r_1,\dots,\mathbf r_N)$. The spatial wave function at fixed spin labels is $\Psi(R)$. It is the complete trial function, including any Jastrow factor, and is taken to be continuous and square integrable.

Write $\hat{\mathbf L}^2=\hbar^2\Lambda$ for one electron, so that $\Lambda$ is dimensionless and acts on angles only. Let $\mathcal H_l$ be the space of smooth functions on the unit sphere obeying $\Lambda g=l(l+1)g$, and let $\hat P_l$ be the orthogonal projector onto $\mathcal H_l$. The semilocal operator is
\begin{equation}
W=\sum_{i=1}^N\sum_{l=0}^{L}V_l(r_i)\,\hat P_l(i),
\label{W}
\end{equation}
where $\hat P_l(i)$ acts on the angles of electron $i$. It is local in $r_i$ and nonlocal in $\mathbf n_i$. The functions $V_l$ are real energies. If the ion has potentials $v_l$ for $l\le L$ and a common potential $v_{\rm loc}$ for all higher $l$, then $\sum_l\hat P_l=1$ gives
\begin{equation}
\sum_{l\le L}v_l\hat P_l+v_{\rm loc}\sum_{l>L}\hat P_l
=v_{\rm loc}+\sum_{l\le L}(v_l-v_{\rm loc})\hat P_l .
\end{equation}
Thus $V_l=v_l-v_{\rm loc}$, and $v_{\rm loc}$ is an ordinary multiplicative term, left out of $W$.

The result to be derived holds wherever $\Psi(R)\neq0$ and all $r_i>0$:
\begin{equation}
\begin{aligned}
\frac{(W\Psi)(R)}{\Psi(R)}&=\sum_i\sum_{l\le L}V_l(r_i)A_l(i),\\
A_l(i)&=\frac{2l+1}{4\pi}\int d\Omega'\,P_l(\mathbf n_i\cdot\mathbf n')
\frac{\Psi(\dots,r_i\mathbf n',\dots)}{\Psi(\dots,r_i\mathbf n_i,\dots)} .
\end{aligned}
\label{main}
\end{equation}
Electron $i$ moves over the sphere of radius $r_i$ while all other electrons stay fixed. For several ions there is a further sum over ions, with radii and directions measured from each one.

\subsection{Three facts about Legendre polynomials}

Both derivations use the following facts. Define $P_l$ by
\begin{equation}
\frac1{\sqrt{1-2st+s^2}}=\sum_{l=0}^\infty s^lP_l(t),\qquad 0\le s<1 .
\label{gen}
\end{equation}
Expansion in powers of $s(2t-s)$ shows that $P_l$ is a polynomial of degree $l$. At $t=1$ the left side is $1/(1-s)$, so $P_l(1)=1$.

\emph{Fact 1: $P_l(\mathbf n\cdot\mathbf n')$ belongs to $\mathcal H_l$ as a function of either direction.} With $t=\mathbf n\cdot\mathbf n'$, the left side of \eqref{gen} is $1/|s\mathbf n-\mathbf n'|$. As a function of the point $s\mathbf n$ it satisfies Laplace's equation inside the unit sphere. Since $\nabla^2=s^{-2}[\partial_s(s^2\partial_s)-\Lambda]$, the coefficient of $s^{l-2}$ gives $l(l+1)P_l-\Lambda P_l=0$. The two directions enter symmetrically.

\emph{Fact 2: normalization.} Because $\Lambda$ is symmetric, functions with different $l$ are orthogonal. Squaring \eqref{gen} and integrating over $t$ therefore leaves only equal indices:
\begin{align}
\sum_l s^{2l}\int_{-1}^1P_l^2\,dt
&=\int_{-1}^1\frac{dt}{1-2st+s^2}
=\frac1{2s}\ln\frac{(1+s)^2}{(1-s)^2}\nonumber\\
&=\frac1s\ln\frac{1+s}{1-s}=\sum_l\frac{2s^{2l}}{2l+1}.
\end{align}
Hence $\int_{-1}^1P_l^2\,dt=2/(2l+1)$.

\emph{Fact 3: a member of $\mathcal H_l$ that is symmetric about an axis is a multiple of $P_l(t)$}, where $t$ is the cosine of the angle from that axis. Such a function $g(t)$ obeys
\begin{equation}
\frac{d}{dt}\left[(1-t^2)\frac{dg}{dt}\right]+l(l+1)g=0,
\end{equation}
and so does $P_l$. Multiply the equation for $g$ by $P_l$, that for $P_l$ by $g$, and subtract:
\begin{equation}
\frac{d}{dt}\left[(1-t^2)(P_lg'-gP_l')\right]=0 .
\end{equation}
The bracket is constant. A smooth axially symmetric function has a finite $t$-derivative at the pole, so the bracket vanishes at $t=1$ and hence everywhere. Then $(g/P_l)'=0$ wherever $P_l\ne0$. Near $t=1$ this gives $g=g(1)P_l$, and uniqueness of the regular initial-value problem for $|t|<1$ extends the equality to the whole interval.

\section{First derivation: a basis of spherical harmonics}

Choose an orthonormal basis $Y_{lm}$ of $\mathcal H_l$ made of eigenfunctions of $\hat L_z$ with eigenvalue $m\hbar$. Then $\hat P_l=\sum_m|lm\rangle\langle lm|$. Suppress the fixed electrons and write $\psi(r\mathbf n)$ for the dependence of $\Psi$ on the chosen electron. In the position representation,
\begin{equation}
\begin{aligned}
(\hat P_l\psi)(r\mathbf n)
&=\sum_mY_{lm}(\mathbf n)\int d\Omega'\,Y_{lm}^*(\mathbf n')\psi(r\mathbf n')\\
&=\int d\Omega'\,K_l(\mathbf n,\mathbf n')\psi(r\mathbf n'),\\
K_l(\mathbf n,\mathbf n')&=\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n').
\end{aligned}
\label{kernel}
\end{equation}
The bra integrates over angles alone, which is why the same $r$ appears on both sides.

Let $Q$ be a rotation. Since $\Lambda$ commutes with rotations, $Y_{lm}(Q\mathbf n)$ is again in $\mathcal H_l$, and
\begin{equation}
Y_{lm}(Q\mathbf n)=\sum_{k}U_{mk}Y_{lk}(\mathbf n).
\end{equation}
The measure $d\Omega$ is invariant, so the rotated functions are also orthonormal and $U$ is unitary. Therefore
\begin{align}
K_l(Q\mathbf n,Q\mathbf n')
&=\sum_{k,k'}\Big(\sum_mU_{mk}U_{mk'}^*\Big)Y_{lk}(\mathbf n)Y_{lk'}^*(\mathbf n')\nonumber\\
&=\sum_kY_{lk}(\mathbf n)Y_{lk}^*(\mathbf n')=K_l(\mathbf n,\mathbf n').
\end{align}

Now choose $Q$ so that $Q\mathbf n'=\hat{\mathbf z}$. A function proportional to $e^{im\phi}$ with $m\ne0$ can be continuous at the pole only if it vanishes there, so only $m=0$ contributes to $K_l(Q\mathbf n,\hat{\mathbf z})$. By Fact 3, $Y_{l0}=cP_l(\cos\theta)$. Its normalization is
\begin{equation}
1=2\pi|c|^2\int_{-1}^1P_l^2\,dt=\frac{4\pi|c|^2}{2l+1},
\qquad |c|^2=\frac{2l+1}{4\pi}.
\end{equation}
Using $P_l(1)=1$ and $(Q\mathbf n)\cdot\hat{\mathbf z}=\mathbf n\cdot\mathbf n'$,
\begin{equation}
K_l(\mathbf n,\mathbf n')=|c|^2P_l(\mathbf n\cdot\mathbf n')P_l(1)
=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n').
\label{addition}
\end{equation}
Inserting this in \eqref{kernel}, multiplying by $V_l(r_i)$, summing over $l$ and $i$, and dividing by $\Psi(R)$ gives \eqref{main}. The denominator does not depend on $\mathbf n'$ and may be placed under the integral.

\section{Second derivation: averaging about the electron's direction}

This route uses no basis. Define an operator on functions of direction by
\begin{equation}
(T_lf)(\mathbf n)=\frac{2l+1}{4\pi}\int d\Omega'\,P_l(\mathbf n\cdot\mathbf n')f(\mathbf n').
\label{T}
\end{equation}
It equals $\hat P_l$ if it has three properties: its range lies in $\mathcal H_l$, it leaves each member of $\mathcal H_l$ unchanged, and it is symmetric.

\emph{Range.} The kernel is a polynomial in the components of $\mathbf n$, so $\Lambda$ may be taken under the integral. By Fact 1, $\Lambda T_lf=l(l+1)T_lf$.

\emph{Identity on $\mathcal H_l$.} Let $g\in\mathcal H_l$ and use polar coordinates about the fixed direction $\mathbf n$, with $t=\mathbf n\cdot\mathbf n'$ and azimuth $\phi$. The azimuthal average
\begin{equation}
\bar g(t)=\frac1{2\pi}\int_0^{2\pi}g(t,\phi)\,d\phi
\end{equation}
is a superposition of rotated copies of $g$, so it is in $\mathcal H_l$. It is axially symmetric, and at the pole it equals $g(\mathbf n)$. Fact 3 gives $\bar g(t)=g(\mathbf n)P_l(t)$. The kernel in \eqref{T} does not depend on $\phi$, hence
\begin{align}
(T_lg)(\mathbf n)
&=\frac{2l+1}{4\pi}\,2\pi\int_{-1}^1P_l(t)\bar g(t)\,dt\nonumber\\
&=\frac{2l+1}{2}\,g(\mathbf n)\int_{-1}^1P_l^2\,dt=g(\mathbf n).
\end{align}

\emph{Symmetry.} The kernel is real and unchanged when $\mathbf n$ and $\mathbf n'$ are exchanged, so $\langle h|T_lf\rangle=\langle T_lh|f\rangle$. If $f$ is orthogonal to $\mathcal H_l$, the right side vanishes for every $h$, because $T_lh\in\mathcal H_l$. Thus $T_lf=0$.

Any $f$ is the sum of its part in $\mathcal H_l$, which $T_l$ keeps, and an orthogonal part, which $T_l$ removes. So $T_l=\hat P_l$. Applying \eqref{T} to $f(\mathbf n')=\Psi(\dots,r_i\mathbf n',\dots)$ in each term of \eqref{W} and dividing by $\Psi(R)$ gives \eqref{main} again.

\section{What each derivation assumes}

Both need rotational invariance of $\Lambda$ and the three facts about $P_l$. The first also needs a complete orthonormal set of $Y_{lm}$ within the given $l$. If one $m$ were missing, the sum would generally lose its rotational invariance and \eqref{addition} would fail. In return it displays the operator in the form $\sum_m|lm\rangle\langle lm|$, which would still be usable if different $m$ had different potentials.

The second needs no axis in space and no phase convention. Its axis is the direction of the electron itself. It does rely on all $m$ of one $l$ sharing the same $V_l$, because it identifies the projector onto the whole of $\mathcal H_l$. The factor $2l+1$ arises in the first derivation from normalizing $Y_{l0}$, and in the second from requiring $T_lg=g$.

Neither derivation uses the form of $\Psi$, its antisymmetry, or completeness of the different $l$ channels. Completeness enters in splitting off the local potential and in the sum rule below.

\section{Meaning, limits and the variational average}

The factor $A_0$ is the mean of $\Psi$ over the sphere divided by its value at the electron. The $A_l$ are not probabilities: they can be negative or exceed one. If $\psi(r\mathbf n)$ belongs to a single $\mathcal H_k$, then $A_l=\delta_{lk}$: for this electron $W$ reduces to multiplication by $V_k(r)$ if $k\le L$, and gives zero if $k>L$. As $r_i\to0$ with the other electrons fixed, provided $\Psi$ does not vanish when electron $i$ is at the ion, continuity makes the ratio tend to one over the whole sphere. Since $\int P_l\,dt=0$ for $l>0$, $A_0\to1$ and the others vanish.

For $\psi$ smooth on the sphere,
\begin{equation}
\sum_{l=0}^\infty A_l(i)=1 .
\label{sum}
\end{equation}
To see this, note that $\hat P_l^2=\hat P_l$ gives $\int|K_l|^2d\Omega'=K_l(\mathbf n,\mathbf n)=(2l+1)/4\pi$. The Cauchy--Schwarz inequality then yields, for $l>0$,
\begin{equation}
|(\hat P_l\psi)(\mathbf n)|\le\sqrt{\frac{2l+1}{4\pi}}\,\|\hat P_l\psi\|
\le\sqrt{\frac{2l+1}{4\pi}}\,\frac{\|\Lambda\psi\|}{l(l+1)} .
\end{equation}
The bound falls as $l^{-3/2}$, so the series converges uniformly. Its limit is $\psi$ because the spaces $\mathcal H_l$ together are complete. Equal potentials in all channels therefore act as a local potential. If another electron has the same radius, a Jastrow factor containing $r_{12}$ has a kink on the sphere. Let $\rho$ be the angular distance from that electron. If $\Psi$ is nonzero at coincidence, $\psi\approx\psi_0(1+c\rho)$ gives $\Lambda\psi\propto1/\rho$, so $\|\Lambda\psi\|^2\propto\int d\rho/\rho$ diverges and this bound fails. For parallel spins $\psi$ vanishes linearly there, the kink term is of order $\rho^2$, $\Lambda\psi$ stays bounded and the bound survives. In either case the integral \eqref{main} remains valid.

In variational Monte Carlo, configurations are drawn from $|\Psi|^2$. If the zeros of $\Psi$ have zero volume,
\begin{equation}
\frac{\int|\Psi|^2(W\Psi/\Psi)\,dR}{\int|\Psi|^2dR}
=\frac{\int\Psi^*W\Psi\,dR}{\int|\Psi|^2dR}.
\end{equation}
At a node $W\Psi$ need not vanish, so the semilocal part of the local energy, $W\Psi/\Psi$, can diverge there. Its second moment is $\|W\Psi\|^2/\|\Psi\|^2$. If $|V_l|\le v$, orthogonality of the channels gives
\begin{equation}
\Big\|\sum_lV_l\hat P_l(i)\Psi\Big\|^2
=\sum_l\|V_l\hat P_l(i)\Psi\|^2\le v^2\|\Psi\|^2 ,
\end{equation}
and the triangle inequality over electrons gives $\|W\Psi\|\le Nv\|\Psi\|$. The variance is then finite. For unbounded $V_l$, finiteness must be checked separately.

\section{The sphere integral as a finite sum}

With points $\mathbf n_q$ and weights summing to one,
\begin{equation}
A_l(i)\approx(2l+1)\sum_qw_qP_l(\mathbf n_i\cdot\mathbf n_q)
\frac{\Psi(\dots,r_i\mathbf n_q,\dots)}{\Psi(R)} .
\end{equation}
The factor $4\pi$ has gone into the weights. Take the 12 icosahedron vertices with $w_q=1/12$. They are the cyclic permutations of $(0,\pm1,\pm\gamma)/\sqrt{1+\gamma^2}$, with $\gamma^2=\gamma+1$. Monomials with an odd power average to zero by the independent signs, as they do on the sphere. Cyclic symmetry gives $\overline{x^2}=1/3$. From $(1+\gamma^2)^2=5\gamma^2$ and $1+\gamma^4=3\gamma^2$,
\begin{equation}
\overline{x^4}=\frac{4(1+\gamma^4)}{12(1+\gamma^2)^2}=\frac15,\qquad
\overline{x^2y^2}=\frac{4\gamma^2}{12(1+\gamma^2)^2}=\frac1{15}.
\end{equation}
These are the sphere averages, so the rule is exact through polynomial degree 5. Channel $l$ is thus exact when the ratio has degree at most $5-l$ in $\mathbf n'$.

For other ratios a fixed orientation generally leaves an error. If the rule is turned by a uniformly random rotation, each point is uniform on the sphere and the expectation of the sum is the exact integral. The estimate is unbiased, at the price of added variance.

\section{Worked example}

Lengths are in $a_0=\hbar^2/(me^2)$ and energies in hartree, $e^2/a_0$. Two electrons of parallel spin have
\begin{equation}
\Psi=[\varphi_a(1)\varphi_b(2)-\varphi_b(1)\varphi_a(2)]
\exp\!\left[\frac{r_{12}}{4(1+r_{12})}\right].
\end{equation}
Here $\varphi_a$ and $\varphi_b$ are normalized Gaussians with exponents 0.4 and 0.6, centred on the ion and at $(0,0,1.5)$. The model potentials are $V_l=C_le^{-\alpha_lr^2}$, with $C_l=3,\,1,\,-0.5$ and $\alpha_l=1.5,\,1.2,\,1.0$ for $l=0,1,2$. The electrons are at $(0.3,0.4,0.5)$ and $(-0.2,0.6,0.9)$, with radii 0.7071 and 1.1.

\begin{center}
\begin{tabular}{ccrrr}
electron & $l$ & $V_l$ & $A_l$ & $V_lA_l$\\
1 & 0 & 1.41710 & 1.67211 & 2.36955\\
1 & 1 & 0.54881 & $-0.61006$ & $-0.33481$\\
1 & 2 & $-0.30327$ & $-0.08291$ & 0.02514\\
2 & 0 & 0.48851 & $-0.49774$ & $-0.24315$\\
2 & 1 & 0.23410 & 1.10304 & 0.25822\\
2 & 2 & $-0.14910$ & 0.38444 & $-0.05732$
\end{tabular}
\end{center}
The electron sums are $2.05988$ and $-0.04225$, so
\begin{equation}
\frac{W\Psi}{\Psi}=2.05988-0.04225=2.01763\ \text{hartree}=54.903\ \text{eV}.
\end{equation}
For electron 2, $A_0<0$: the mean of $\Psi$ over its sphere has the opposite sign to $\Psi$ at the electron, so the sphere crosses a node. The $A_l$ through $l=2$ sum to 0.9791 and 0.9897; through $l=30$ both sums are 1.0000, as \eqref{sum} requires.

Without the Jastrow factor $W\Psi/\Psi$ is 1.96021 hartree. The change of 0.05742 hartree, 2.9\% of that value, arises because $r_{12}$ varies as one electron moves over its sphere, so the Jastrow factor does not cancel from the ratio.

For the full $\Psi$, the unrotated 12-point rule gives 2.01784 hartree, an error of 0.00021. That error is small by accident of this orientation and is not typical of a fixed rule: over random orientations the result has a standard deviation of 0.0026 hartree, and the mean over 40000 rotations is $2.01761\pm0.00001$, which is 1.7 standard errors from the integral.

The variational average can be checked for the determinant alone. Let $S$ be the orbital overlap matrix and $w$ the matrix of the one-electron semilocal operator. The orbitals $\chi_j=\sum_k\varphi_k(S^{-1/2})_{kj}$ are orthonormal and change the determinant only by a constant factor. In $\langle\Psi|W|\Psi\rangle$ the exchange terms contain an overlap of different $\chi_j$ for the electron not acted on, and vanish. Hence
\begin{equation}
\langle W\rangle=\sum_j\langle\chi_j|w|\chi_j\rangle
=\operatorname{tr}(S^{-1/2}wS^{-1/2})=\operatorname{tr}(S^{-1}w).
\end{equation}
Independently computed matrix elements give 0.6764 hartree, or 18.406 eV. Sampling $W\Psi/\Psi$ with randomly rotated rules gives $0.6766\pm0.0018$ hartree, in agreement. The numerical check also compares \eqref{main} with explicit projection on harmonics for $l\le2$; the largest difference in $A_l$ is $2.5\times10^{-14}$.

\section*{Computed values}
\begin{verbatim}
Channel strengths C_s, C_p, C_d (hartree): 3.0 1.0 -0.5
Channel exponents s, p, d (1/bohr^2): 1.5 1.2 1.0
Orbital exponents a, b (1/bohr^2): 0.4 0.6
Centre of orbital b (bohr): 0.0 0.0 1.5
Electron 1 position (bohr): 0.3 0.4 0.5  radius 0.70711
  s: V_l 1.417100 hartree, A_l 1.672110, V_l*A_l 2.369546 hartree, A_l no Jastrow 1.606303
  p: V_l 0.548812 hartree, A_l -0.610063, V_l*A_l -0.334810 hartree, A_l no Jastrow -0.547912
  d: V_l -0.303265 hartree, A_l -0.082907, V_l*A_l 0.025143 hartree, A_l no Jastrow -0.078637
  Sum of A_l to l=2: 0.979140; to l=30: 1.00000000
Electron 2 position (bohr): -0.2 0.6 0.9  radius 1.10000
  s: V_l 0.488514 hartree, A_l -0.497735, V_l*A_l -0.243151 hartree, A_l no Jastrow -0.469195
  p: V_l 0.234102 hartree, A_l 1.103038, V_l*A_l 0.258223 hartree, A_l no Jastrow 1.059765
  d: V_l -0.149099 hartree, A_l 0.384443, V_l*A_l -0.057320 hartree, A_l no Jastrow 0.389780
  Sum of A_l to l=2: 0.989746; to l=30: 1.00000000
Largest difference formula - harmonic projection in A_l: 2.5e-14
Local energy with Jastrow: 2.017632 hartree = 54.9026 eV
Local energy without Jastrow: 1.960208 hartree
12-point rule, l=2, largest error for ratio degree 0-3: 2.2e-14
12-point rule, l=2, largest error for ratio degree 4: 0.20144
12-point rule, unrotated: 2.017845 hartree
Mean over 40000 rotations: 2.0176097 +- 0.0000129 hartree
Standard deviation for one rotation: 0.002577 hartree
One electron, average of local energy: 0.17381818 hartree
One electron, matrix elements: 0.17381818 hartree
VMC walkers: 4000, measurements per walker: 100, acceptance 0.327
Two electrons, VMC average: 0.67662 +- 0.00184 hartree
Two electrons, trace of S^-1 W: 0.676390 hartree = 18.4055 eV
\end{verbatim}
